# When direct-current stress rises outward in cylindrical insulation: test program

```python
"""Steady direct current in cylindrical insulation.

Result under test: E(r) = I/(2 pi r sigma(r)), so the stress E rises outward
exactly where d ln(sigma)/d ln(r) < -1.
For sigma proportional to exp(alpha*T) and radial heat flow, sigma ~ r**(-delta),
delta = alpha*temperature_drop/ln(b/a), and
E = V*delta*r**(delta-1)/(b**delta-a**delta).
Symbols: a, b inner and outer radius; V voltage; I leakage current per length;
alpha, beta temperature and field coefficients of ln(sigma).
Lengths are in mm, voltages in kV and stresses in kV/mm unless named otherwise.
"""
import numpy as np
from scipy.constants import Boltzmann, elementary_charge, epsilon_0, zero_Celsius
from scipy.integrate import simpson
from scipy.linalg import expm, solve_banded


def solve_radial(r, coefficient, left, right):
    """Finite-volume solution of (r*coefficient*u')' = 0 with fixed ends."""
    face_radius = 0.5 * (r[1:] + r[:-1])
    g = face_radius * coefficient
    bands = np.zeros((3, len(r) - 2))
    bands[0, 1:] = g[1:-1]
    bands[1] = -(g[:-1] + g[1:])
    bands[2, :-1] = g[1:-1]
    rhs = np.zeros(len(r) - 2)
    rhs[0] -= g[0] * left
    rhs[-1] -= g[-1] * right
    return np.r_[left, solve_banded((1, 1), bands, rhs), right]


def solve_field(r, conductivity, voltage):
    """Solve current conservation; conductivity maps face stress to sigma."""
    stress = np.full(len(r) - 1, voltage / (r[-1] - r[0]))
    for _ in range(300):
        potential = solve_radial(r, conductivity(stress), voltage, 0.0)
        updated = -np.diff(potential) / np.diff(r)
        if np.max(np.abs(updated / stress - 1)) < 1e-8:
            return updated
        stress = np.sqrt(stress * updated)
    raise RuntimeError("field iteration did not converge")


def electrode_values(stress):
    """Linear extrapolation from cell faces to the two electrodes."""
    return (1.5 * stress[0] - 0.5 * stress[1],
            1.5 * stress[-1] - 0.5 * stress[-2])


# Rough typical inputs for a polymer-insulated direct-current cable
a, b = 25.0, 45.0
V = 320.0
conductor_celsius = 70.0
temperature_drop = 15.0
activation_eV = 1.0
sigma_inner = 1e-14                 # S/m
relative_permittivity = 2.3
kappa = 0.3                         # W/(m K)
beta = 0.03                         # mm/kV
breakdown_strength = 100.0          # kV/mm, rough short-time value
trapped_density = 0.5               # C/m3, illustrative injected charge
trapped_thickness = 0.1             # mm, illustrative layer

k_eV = Boltzmann / elementary_charge
T_inner = conductor_celsius + zero_Celsius
T_mean = T_inner - temperature_drop / 2
alpha = activation_eV / (k_eV * T_mean**2)
log_ratio = np.log(b / a)
delta = alpha * temperature_drop / log_ratio
critical_drop = log_ratio / alpha
heat_flow = 2 * np.pi * kappa * temperature_drop / log_ratio
critical_heat = 2 * np.pi * kappa / alpha
epsilon = relative_permittivity * epsilon_0
mean_stress = V / (b - a)


def formula_field(radius):
    return V * delta * radius**(delta - 1) / (b**delta - a**delta)


# Temperature and potential from conservation laws against the power law
cells = 800
r = np.linspace(a, b, cells + 1)
rf = 0.5 * (r[1:] + r[:-1])
T_nodes = solve_radial(r, np.ones(cells), T_inner, T_inner - temperature_drop)
T_faces = 0.5 * (T_nodes[1:] + T_nodes[:-1])
sigma_faces = sigma_inner * np.exp(alpha * (T_faces - T_inner))
E_numeric = solve_field(r, lambda stress: sigma_faces, V)
field_error = np.max(np.abs(E_numeric / formula_field(rf) - 1))
assert field_error < 2e-5
assert np.all(np.diff(E_numeric) > 0)

# Heat-flow threshold for two geometries, with and without field dependence
for inner, outer in ((25.0, 45.0), (10.0, 30.0)):
    grid = np.linspace(inner, outer, cells + 1)
    faces = 0.5 * (grid[1:] + grid[:-1])
    unit_T = solve_radial(grid, np.ones(cells), 1.0, 0.0)
    unit_heat = np.mean(-2*np.pi*kappa*faces*np.diff(unit_T)/np.diff(grid))
    for heat_ratio in (0.5, 1.0, 1.5):
        drop = heat_ratio * critical_heat / unit_heat
        thermal = np.exp(alpha * drop * 0.5 * (unit_T[1:] + unit_T[:-1]))
        for coefficient in (0.0, beta):
            trial = solve_field(
                grid, lambda s: thermal * np.exp(coefficient * s),
                mean_stress * (outer - inner))
            if heat_ratio < 1:
                assert np.all(np.diff(trial) < 0)
            elif heat_ratio > 1:
                assert np.all(np.diff(trial) > 0)
            else:
                assert np.ptp(trial) / np.mean(trial) < 1e-5

# A profile whose logarithmic slope crosses -1 inside the insulation
profile_length = 50.0
gaussian = np.exp(-(rf / profile_length)**2)
E_gaussian = solve_field(r, lambda stress: gaussian, V)
minimum_numeric = rf[np.argmin(E_gaussian)]
minimum_formula = profile_length / np.sqrt(2)
assert abs(minimum_numeric - minimum_formula) < 2 * (r[1] - r[0])
charge_gauss = np.gradient(rf * E_gaussian, rf, edge_order=2) / rf
charge_formula = E_gaussian * 2 * rf / profile_length**2
assert np.allclose(charge_gauss, charge_formula, rtol=1e-4)

# Field-dependent conduction, normalized at the mean stress
E_beta = solve_field(
    r, lambda s: sigma_faces * np.exp(beta * (s - mean_stress)), V)
slope = np.gradient(np.log(E_beta), np.log(rf), edge_order=2)
assert np.allclose(slope, (delta - 1) / (1 + beta * E_beta), rtol=1e-3)
beta_inner, beta_outer = electrode_values(E_beta)

# Full Arrhenius temperature dependence
sigma_arrhenius = sigma_inner * np.exp(
    -activation_eV / k_eV * (1 / T_faces - 1 / T_inner))
E_arrhenius = solve_field(r, lambda stress: sigma_arrhenius, V)
arrhenius_inner, arrhenius_outer = electrode_values(E_arrhenius)

# Charging of an already warm cable after the voltage is applied
points = np.linspace(a, b, 201)
weights = np.ones(201)
weights[1:-1:2] = 4
weights[2:-1:2] = 2
weights *= (points[1] - points[0]) / 3
sigma_points = sigma_inner * np.exp(
    -alpha * temperature_drop * np.log(points / a) / log_ratio)
rate = sigma_points / epsilon * 3600
matrix = -np.diag(rate) + np.outer(
    1 / points, weights * rate) / np.sum(weights / points)
time_step = 0.05
propagator = expm(matrix * time_step)
E_time = V / (points * log_ratio)
initial_inner, initial_outer = E_time[0], E_time[-1]
assert np.all(np.diff(E_time) < 0)
times = np.arange(961) * time_step
history = [(E_time[0], E_time[-1])]
for _ in times[1:]:
    E_time = propagator @ E_time
    history.append((E_time[0], E_time[-1]))
history = np.array(history)
assert np.allclose(E_time, formula_field(points), rtol=1e-5)
crossing_time = times[np.argmax(history[:, 1] > history[:, 0])]
outside = np.abs(history[:, 1] / formula_field(b) - 1) > 0.01
settling_time = times[np.flatnonzero(outside)[-1] + 1]
tau_inner = epsilon / sigma_inner / 3600
tau_outer = epsilon / sigma_points[-1] / 3600

# Charge, leakage heating and sizes of other neglected effects
E_inner, E_outer = formula_field(a), formula_field(b)
rho_inner = epsilon * delta * E_inner / a * 1e9
rho_outer = epsilon * delta * E_outer / b * 1e9
current = 2 * np.pi * (a * 1e-3) * sigma_inner * (E_inner * 1e6)
leakage_heat = current * V * 1e3
joule_integral = simpson(
    2 * np.pi * points * 1e-3 * sigma_points * (E_time * 1e6)**2,
    x=points * 1e-3)
assert np.isclose(joule_integral, leakage_heat, rtol=1e-4)
leakage_rise = leakage_heat * log_ratio / (2 * np.pi * kappa)
diffusion_ratio = k_eV * T_inner * delta / a / (E_inner * 1e3)
injection_stress = trapped_density * trapped_thickness * 1e-3 / epsilon / 1e6


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Inner radius", a, "mm")
show("Outer radius", b, "mm")
show("Voltage", V, "kV")
show("Conductor temperature", conductor_celsius, "deg C")
show("Insulation temperature drop", temperature_drop, "K")
show("Activation energy", activation_eV, "eV")
show("Conductivity at conductor", sigma_inner, "S/m")
show("Relative permittivity", relative_permittivity)
show("Thermal conductivity", kappa, "W/(m K)")
show("Mean insulation temperature", T_mean, "K", 5)
show("Temperature coefficient alpha", alpha, "1/K")
show("ln(b/a)", log_ratio)
show("Conductivity exponent delta", delta)
show("Critical temperature drop", critical_drop, "K")
show("Conductor heat flow", heat_flow, "W/m")
show("Critical heat flow", critical_heat, "W/m")
show("Mean stress", mean_stress, "kV/mm")
show("Switch-on inner stress", initial_inner, "kV/mm")
show("Switch-on outer stress", initial_outer, "kV/mm")
show("Steady inner stress", E_inner, "kV/mm")
show("Steady outer stress", E_outer, "kV/mm")
show("Steady outer stress converted", E_outer / 100, "MV/cm")
show("Outer/inner steady stress ratio", E_outer / E_inner)
show("Largest relative field error of formula test", field_error, "", 2)
show("Space charge at inner radius", rho_inner, "C/m3", 3)
show("Space charge at outer radius", rho_outer, "C/m3", 3)
show("Relaxation time at inner radius", tau_inner, "h", 3)
show("Relaxation time at outer radius", tau_outer, "h", 3)
show("Time when outer stress exceeds inner", crossing_time, "h", 3)
show("Time for outer stress to settle within 1%", settling_time, "h", 3)
show("Gaussian profile length L", profile_length, "mm")
show("Gaussian profile: numerical stress minimum", minimum_numeric, "mm")
show("Gaussian profile: predicted stress minimum", minimum_formula, "mm")
show("Field coefficient beta", beta, "mm/kV")
show("Inner stress with field-dependent sigma", beta_inner, "kV/mm")
show("Outer stress with field-dependent sigma", beta_outer, "kV/mm")
show("Inner stress with Arrhenius sigma", arrhenius_inner, "kV/mm")
show("Outer stress with Arrhenius sigma", arrhenius_outer, "kV/mm")
show("Leakage current per length", current, "A/m", 3)
show("Leakage heat per length", leakage_heat, "W/m", 3)
show("Leakage/conductor heat ratio", leakage_heat / heat_flow, "", 3)
show("Upper estimate of leakage temperature rise", leakage_rise, "K", 3)
show("Thermal feedback alpha*rise", alpha * leakage_rise, "", 3)
show("Diffusion/drift ratio at inner radius", diffusion_ratio, "", 2)
show("Assumed trapped charge density", trapped_density, "C/m3")
show("Assumed trapped layer thickness", trapped_thickness, "mm")
show("Stress change across trapped layer", injection_stress, "kV/mm", 3)
show("Rough short-time breakdown strength", breakdown_strength, "kV/mm")
show("Peak stress/breakdown strength", E_outer / breakdown_strength, "", 2)
print("PASS")
```

It prints:

```
Inner radius: 25 mm
Outer radius: 45 mm
Voltage: 320 kV
Conductor temperature: 70 deg C
Insulation temperature drop: 15 K
Activation energy: 1 eV
Conductivity at conductor: 1e-14 S/m
Relative permittivity: 2.3
Thermal conductivity: 0.3 W/(m K)
Mean insulation temperature: 335.65 K
Temperature coefficient alpha: 0.103 1/K
ln(b/a): 0.5878
Conductivity exponent delta: 2.629
Critical temperature drop: 5.706 K
Conductor heat flow: 48.1 W/m
Critical heat flow: 18.3 W/m
Mean stress: 16 kV/mm
Switch-on inner stress: 21.78 kV/mm
Switch-on outer stress: 12.1 kV/mm
Steady inner stress: 9.123 kV/mm
Steady outer stress: 23.76 kV/mm
Steady outer stress converted: 0.2376 MV/cm
Outer/inner steady stress ratio: 2.605
Largest relative field error of formula test: 1.3e-07
Space charge at inner radius: 0.0195 C/m3
Space charge at outer radius: 0.0283 C/m3
Relaxation time at inner radius: 0.566 h
Relaxation time at outer radius: 2.65 h
Time when outer stress exceeds inner: 0.55 h
Time for outer stress to settle within 1%: 8.95 h
Gaussian profile length L: 50 mm
Gaussian profile: numerical stress minimum: 35.36 mm
Gaussian profile: predicted stress minimum: 35.36 mm
Field coefficient beta: 0.03 mm/kV
Inner stress with field-dependent sigma: 10.85 kV/mm
Outer stress with field-dependent sigma: 20.91 kV/mm
Inner stress with Arrhenius sigma: 9.22 kV/mm
Outer stress with Arrhenius sigma: 24.03 kV/mm
Leakage current per length: 1.43e-08 A/m
Leakage heat per length: 0.00459 W/m
Leakage/conductor heat ratio: 9.53e-05
Upper estimate of leakage temperature rise: 0.00143 K
Thermal feedback alpha*rise: 0.000147
Diffusion/drift ratio at inner radius: 3.4e-07
Assumed trapped charge density: 0.5 C/m3
Assumed trapped layer thickness: 0.1 mm
Stress change across trapped layer: 2.46 kV/mm
Rough short-time breakdown strength: 100 kV/mm
Peak stress/breakdown strength: 0.24
PASS
```
